# How much strain splitting empties four Delta valleys in heavily doped silicon?

## Question

I am working on an exercise about strained n-type contact regions. Silicon holds \(10^{20}\) electrons per cubic centimetre at zero temperature, and strain lowers two of the six Delta valleys relative to the other four. I am to show, with parabolic bands, that emptying the four upper valleys requires a strain splitting near 0.15 eV.

I shared the electrons equally among six valleys and found a Fermi energy of 0.074 eV. It seemed to me that raising four valleys by 0.074 eV would lift their minima to the Fermi level and empty them. That is half the stated value. Have I lost a factor of two in the spin or in the mass? And is the "splitting" the distance the upper valleys move, or the distance between the two sets?

## Answer

Your 0.074 eV is correct for unstrained silicon, and no spin factor is missing. The trouble is that you held the Fermi level fixed. Electrons that leave the upper valleys must go into the lower two, and they fill those to a higher energy. The condition has to be written for the final distribution.

The splitting \(S\) is the distance between the two sets of minima. I put the zero of energy at the lower minima, so the upper minima lie at \(S>0\). I assume that all \(n\) electrons are free, that \(n\) stays fixed as strain is applied, and that strain moves the valleys without changing their masses. Interactions and disorder are left out until the end.

### Counting the states in one valley

With \(\mathbf k\) measured from the minimum and \(z\) along the valley axis,

\[
E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}.
\]

The states below \(E\) fill an ellipsoid with one semi-axis \(\sqrt{2m_lE}/\hbar\) and two semi-axes \(\sqrt{2m_tE}/\hbar\). Its volume is \(4\pi/3\) times their product:

\[
\Omega=\frac{4\pi}{3}\left(\frac{2E}{\hbar^2}\right)^{3/2}\sqrt{m_l}\,m_t
=\frac{4\pi}{3}\left(\frac{2m_dE}{\hbar^2}\right)^{3/2},
\qquad m_d=(m_lm_t^2)^{1/3}.
\]

The second form follows because \(m_d^{3/2}=\sqrt{m_l}\,m_t\). Per unit volume of crystal there are \(1/(2\pi)^3\) orbital states per unit volume of \(k\) space, and each takes two spins. One valley filled up to \(E\) therefore holds

\[
n_v(E)=\frac{2\Omega}{(2\pi)^3}
=\frac{1}{3\pi^2}\left(\frac{2m_dE}{\hbar^2}\right)^{3/2},\qquad E\ge 0,
\]

and \(n_v(E)=0\) for \(E<0\).

### The condition for empty upper valleys

In the ground state all valleys share one Fermi level \(E_F\). Otherwise the energy could be lowered by moving an electron from the valley filled higher to the one filled lower. Hence

\[
2n_v(E_F)+4n_v(E_F-S)=n .
\]

The left side increases strictly with \(E_F\) for \(E_F>0\), so there is one solution. The upper valleys are empty when \(E_F\le S\). Because the left side is increasing, this is equivalent to saying that its value at \(E_F=S\) is at least \(n\). There the second term vanishes, which leaves

\[
2n_v(S)\ge n .
\]

In words, the lower two valleys must be able to hold all the electrons below the upper minima. At equality, \(n_v(S_c)=n/2\), so

\[
\left(\frac{2m_dS_c}{\hbar^2}\right)^{3/2}=\frac{3\pi^2n}{2}
\quad\Longrightarrow\quad
S_c=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2n}{2}\right)^{2/3}.
\]

The upper valleys are empty for \(S\ge S_c\) and partly filled for \(0\le S<S_c\).

### Putting in the numbers

Rough silicon masses are \(m_l=0.92\,m_e\) and \(m_t=0.19\,m_e\), which give

\[
m_d=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e .
\]

Each lower valley holds \(5\times10^{19}\ \mathrm{cm^{-3}}=0.05\ \mathrm{nm^{-3}}\). The radius of a sphere with the same \(k\)-space volume as its ellipsoid is

\[
k_F=(3\pi^2\times0.05)^{1/3}\ \mathrm{nm^{-1}}=1.140\ \mathrm{nm^{-1}} .
\]

With \(\hbar^2/(2m_e)=0.0381\ \mathrm{eV\,nm^2}\),

\[
S_c=\frac{0.0381\times1.140^2}{0.321}\ \mathrm{eV}=0.154\ \mathrm{eV}=154\ \mathrm{meV}.
\]

This is the value you were asked to show. For six equal valleys, \(n/2\) is replaced by \(n/6\), and the Fermi energy is \(S_c/3^{2/3}=0.074\) eV, your result. The two energies differ by a factor of \(3^{2/3}=2.08\), which only looks like a missing factor of two.

### What happens below the threshold

Let \(f\) be the fraction of electrons in the four upper valleys. Since \(n_v(E)=(n/2)(E/S_c)^{3/2}\), the two populations obey

\[
1-f=\left(\frac{E_F}{S_c}\right)^{3/2},\qquad
f=2\left(\frac{E_F-S}{S_c}\right)^{3/2}.
\]

Solve the first for \(E_F/S_c\), the second for \((E_F-S)/S_c\), and subtract:

\[
\frac{S}{S_c}=(1-f)^{2/3}-\left(\frac f2\right)^{2/3}.
\]

At \(f=2/3\) the terms cancel and \(S=0\), as they must for six equal valleys. At \(f=0\), \(S=S_c\). In between, the upper fraction is 43% at 0.05 eV, 20% at 0.10 eV and 3.5% at 0.14 eV. Your proposed 0.074 eV would thus leave between 20% and 43% of the electrons in the upper valleys.

The last electrons are slow to leave. Setting \(f=0.1\) gives \(S=0.80\,S_c=0.123\) eV, so removing the final tenth takes another 31 meV. The reason is the small density of states near a parabolic minimum: a narrow filled layer there holds few electrons. Close to threshold the term \((f/2)^{2/3}\) dominates the change, and

\[
f\simeq2\left(1-\frac{S}{S_c}\right)^{3/2}.
\]

This limit is reached slowly. At 0.14 eV it gives 5.5%, against 3.5% from the full relation.

The threshold can also be tested without the density formula, by listing the plane-wave states of a periodic box and filling them from the bottom. In a box of edge 150 nm, with 337,500 electrons, the upper valleys were empty at \(1.03\,S_c\) and occupied at \(0.97\,S_c\). At 0.10 eV the count gave an upper fraction of 0.199, against 0.198 from the formula.

### Splitting, shifts and the sign of strain

For a valley along axis \(i\), the strain shift is a term common to all valleys plus \(\Xi_u\varepsilon_{ii}\), where \(\Xi_u\) is the shear deformation potential. Take equal in-plane strains \(\varepsilon_{xx}=\varepsilon_{yy}=e\) and a free (001) surface. Zero normal stress requires

\[
C_{11}\varepsilon_{zz}+2C_{12}e=0,\qquad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}e .
\]

The common term cancels in the splitting:

\[
S=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})
=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)e .
\]

In-plane tension, \(e>0\), lowers the two [001] valleys relative to the other four. With the rough values \(\Xi_u=9\) eV, \(C_{11}=166\) GPa and \(C_{12}=64\) GPa, the splitting is 15.9 eV per unit strain. The threshold then needs \(e=0.154/15.9\), or 0.97% tension.

This also answers your second question. The average energy of the six minima is \([2\times0+4S]/6=2S/3\). Relative to that average, the lower pair moves down by \(2S/3\) and the upper four move up by only \(S/3\). At threshold these shifts are 103 and 51 meV. The Fermi level, which then coincides with the upper minima, is also 51 meV above the average, whereas without strain it was 74 meV above. So it rises relative to the lower minima but falls relative to the average. A statement that the Fermi level "rises" needs its reference level.

If the strain is compressive, four valleys lie below two. The condition for emptying the upper pair is \(4n_v(|S|)\ge n\), which gives

\[
|S|\ge\frac{S_c}{2^{2/3}}=0.097\ \mathrm{eV}.
\]

This threshold is lower because four valleys share the electrons. The value 0.154 eV belongs to the case in your exercise, with two valleys below.

### How far the parabolic bands can be trusted

At threshold the long semi-axis of the Fermi ellipsoid is \(1.93\ \mathrm{nm^{-1}}\), while the zone boundary point X is only about \(1.74\ \mathrm{nm^{-1}}\) from the minimum. The parabolic energy at X is 0.125 eV, below the Fermi level. The ellipsoid therefore sticks out beyond X, and one may ask whether its tip counts real states.

A two-band model settles this within its own assumptions. Measure \(k_z\) from X, let \(k_0\) be the distance from X to a minimum, and write \(A=\hbar^2/(2m_l)\), \(k_t^2=k_x^2+k_y^2\). The energies, measured from the crossing at X, are

\[
E_\pm=Ak_z^2+\frac{\hbar^2k_t^2}{2m_t}
\pm\sqrt{(2Ak_0k_z)^2+\left(\frac{\hbar^2k_xk_y}{M}\right)^2}.
\]

Without the coupling term, completing the square gives

\[
E_\pm=A(|k_z|\pm k_0)^2-Ak_0^2+\frac{\hbar^2k_t^2}{2m_t}.
\]

The lower branch contains the parts of the two ellipsoids on their own sides of X. The upper branch contains the tips that stick out. The tips are thus states of the second conduction band, and the parabolic count remains right. With the coupling included, using the rough estimate \(1/M=1/m_t-1/m_e\), the threshold becomes 0.140 eV, a reduction of 14 meV. The parabolic answer is about 10% too high relative to this model. The size of the reduction depends on the rough inputs: taking \(k_0\) from 0.13 to 0.17 of \(2\pi/a\), instead of 0.15, moves the threshold from 0.134 to 0.145 eV, and a 10% change in \(1/M\) moves it by 3 to 4 meV.

### Interactions and disorder

Exchange lowers electrons in occupied valleys. An empty valley gets no such lowering if exchange between valleys is neglected. For a rough size, replace each ellipsoid by a sphere of radius \(k_F\), and let \(C=e_0^2/(4\pi\varepsilon_0\varepsilon_r)\), with \(e_0\) the elementary charge. The lowering at the Fermi surface is

\[
X=\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,
\frac{4\pi C}{|\mathbf k-\mathbf k_F|^2+q^2},
\qquad q^2=4\pi C\,\frac{3n}{2S_c}.
\]

Here \(|\mathbf k_F|=k_F\), and \(3n/(2S_c)\) is the density of states at the Fermi level, since \(n\propto E^{3/2}\) for the filled pair. Only electrons of the same spin in the same valley enter the integral.

For \(\varepsilon_r=11.7\), \(q=1.23\ \mathrm{nm^{-1}}\) and \(X=12\) meV; without screening it would be 45 meV. The lower valleys' Fermi level must now satisfy \(S_c-X=S\), so strain has to supply 0.142 eV. This is an estimate with static screening; frequency-dependent (random-phase) screening of the same spherical model gives an effective lowering of about 17 meV instead of 12. It does not examine whether the electrons could transfer in a sudden jump.

If the exchange and band-shape corrections are simply added, the threshold is about 0.128 eV. Their independence is an assumption, and the donors, treated next, shift the threshold the other way by a similar amount. This sum is therefore neither a refined prediction nor evidence that the parabolic value is too high.

Donor scattering also blurs each level. A rough mobility of \(100\ \mathrm{cm^2/(V\,s)}\) and the unstrained conductivity mass \(0.258\,m_e\) give a scattering time \(\tau=15\) fs and a half-width \(\hbar/(2\tau)=22\) meV. This uses the transport time in place of the level lifetime, and empirical fits give a lower mobility at this doping, about 60 to 75 in the same units, which would make the half-width 30 to 37 meV. The half-width measures only the softness of the threshold. The donors also shift it. With \(n\) randomly placed donors, the same screened potential and spherical valleys, second-order scattering lowers the bottom of an empty valley by \(4\pi nC^2m_d/(\hbar^2q^3)=43\) meV, but lowers a state at \(k_F\) only by this times \(q^2/(q^2+4k_F^2)\), or 10 meV. That raises the threshold by about 34 meV; a self-consistent version gives about 24 meV. These rough corrections of both signs are comparable, so the direction of the net change is not settled here.

### Comparison with a real contact region

A density of \(10^{20}\ \mathrm{cm^{-3}}\) can be reached in heavily doped silicon, and about 1% biaxial tension can be reached in thin strained silicon layers. The strain in an actual contact may be non-uniform or have another symmetry, and then the conversion above does not apply. The assumption most plainly broken is zero temperature. At 300 K, with parabolic bands and fixed \(n\), 9% of the electrons remain in the upper valleys at \(S=S_c\). Reducing this to 5% takes 0.176 eV, and to 1% takes 0.224 eV, or about 1.4% tension. The free-electron density matters too: if half the donors were inactive, \(S_c\) would fall by a factor of \(2^{2/3}\), to 0.097 eV.

Emptying the valleys does not by itself imply a lower contact resistivity. Consider tunnelling along [001] through a depletion barrier in the silicon, with the transverse wave vector equal to that of the valley minimum. A simple one-mass barrier of height \(U\) above the electron energy has decay constant \(\sqrt{2mU}/\hbar\). The retained valleys have \(m=m_l\) along the normal, while the emptied ones have \(m=m_t\). At the same \(U\), the retained electrons decay faster by \(\sqrt{0.92/0.19}=2.2\). Strain can also change \(U\), so the net effect needs a separate calculation.

The numerical output below lists the inputs and the main computed values.

## Numbers as computed

```
electron density: 1.0e+20 cm^-3
masses m_l, m_t: 0.92, 0.19 m_e
density-of-states mass m_d: 0.3214 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
density per valley, two filled: 5.0e+19 cm^-3
radius (3 pi^2 n/2)^(1/3): 1.1397 nm^-1
Fermi energy, six equal valleys: 0.0740 eV
threshold splitting S_c: 0.1540 eV = 154.0 meV
opposite sign, emptying two valleys: 0.0970 eV
box-counted density per valley at S_c: 5.000e+19 cm^-3
S = 0.00 eV: upper fraction 0.6667, box count 0.6669
S = 0.05 eV: upper fraction 0.4328, box count 0.4327
S = 0.10 eV: upper fraction 0.1978, box count 0.1989
S = 0.14 eV: upper fraction 0.0349, box count 0.0349
deformation potential Xi_u: 9.0 eV
elastic constants C11, C12: 166, 64 GPa
splitting per unit biaxial strain: 15.94 eV
biaxial tensile strain for S_c: 0.97 percent
lattice constant: 0.543 nm
minimum-to-X distance k0: 1.736 nm^-1
long semi-axis of Fermi ellipsoid: 1.928 nm^-1
parabolic energy at X above minimum: 0.1248 eV
shear-coupling mass M: 0.2346 m_e
threshold in two-band model: 0.1402 eV
two-band change of threshold: -13.7 meV
temperature: 300 K, thermal energy: 25.85 meV
upper fraction at S_c and this temperature: 0.0910
splitting leaving 5 percent: 0.1759 eV
splitting leaving 1 percent: 0.2238 eV
relative permittivity: 11.7
screening wave number: 1.228 nm^-1
unscreened exchange lowering: 44.6 meV
screened exchange lowering: 12.2 meV
strain splitting needed with screened exchange: 0.1418 eV
mobility: 100 cm^2/(V s), conductivity mass: 0.258 m_e
scattering time: 14.7 fs
disorder half-width hbar/(2 tau): 22.4 meV
```
